# Crystallized Fraction for Random Nucleation and Growth, with Competing Epitaxy

An amorphous silicon layer without a crystalline seed is held at 650 °C. With the rough rates given below, the model of this text predicts that 0.8% of a thick layer has crystallized after 500 s, and 12.3% after 1000 s. Doubling the time has multiplied the crystal by 15. After 2000 s the fraction is 88%, so the next doubling gives a factor of only 7. The first factor is close to $2^4=16$. Three powers of time come from the growing volume of each grain and one from the growing number of grains. The shortfall arises mainly because grains run into each other, and to a small extent because new grains can start only in the remaining amorphous material. The theorem accounts for both.

## Setting and theorem

The assumptions are these.

1. The solid is unbounded, entirely amorphous at $t=0$, and held at constant temperature.
2. In amorphous material, nuclei appear at random, independently of each other, at a constant rate $I$ per unit volume and time. There is no incubation period.
3. A nucleus starts with negligible radius. Its surface advances into amorphous material at the same constant speed $u$ in every direction and stops where it meets another crystal.

**Theorem.** The expected crystallized fraction is
$$X(t)=1-\exp\left(-\frac{\pi}{3}Iu^3t^4\right)=1-e^{-(t/t_c)^4},\qquad t_c=\left(\frac{3}{\pi Iu^3}\right)^{1/4}.$$

There are two difficulties. Grains stop one another, so their shapes are complicated. Nuclei form only in the remaining amorphous material, so their number depends on the fraction being sought. The first two lemmas remove these difficulties in turn.

## Lemma 1: impingement does not delay crystallization

Let nucleus $i$ appear at position $\mathbf r_i$ and time $s_i$. If nothing obstructed it, it would reach $\mathbf r$ at
$$T_i(\mathbf r)=s_i+\frac{|\mathbf r-\mathbf r_i|}{u}.$$

**Lemma 1.** The point $\mathbf r$ crystallizes at the smallest of the times $T_i(\mathbf r)$. The crystal at time $t$ is therefore the union of the balls $|\mathbf r-\mathbf r_i|\le u(t-s_i)$.

**Proof.** No grain can arrive earlier than its unobstructed time, since a detour is longer than a straight line. It remains to show that the grain $i$ with the smallest $T_i(\mathbf r)$ has a free straight path. Suppose another grain $j$ could reach a point $\mathbf q$ on that path first, so that $T_j(\mathbf q)<T_i(\mathbf q)$. The triangle inequality gives
$$T_j(\mathbf r)\le T_j(\mathbf q)+\frac{|\mathbf r-\mathbf q|}{u}<T_i(\mathbf q)+\frac{|\mathbf r-\mathbf q|}{u}=T_i(\mathbf r).$$
The last equality holds because $\mathbf q$ lies on the segment from $\mathbf r_i$ to $\mathbf r$. The result contradicts the choice of $i$. A tie at $\mathbf q$ would imply a tie at $\mathbf r$, which happens only on grain boundaries, and these have zero volume. ∎

The proof uses the equality of all growth speeds. A fast grain can be blocked by a slower one that nucleated in its way, and the union of balls then overestimates the crystal.

## Lemma 2: nuclei may be added inside the crystal

Let events now occur at rate $I$ everywhere, in crystal as well as in amorphous material. Those in amorphous material are the real nuclei, with the rate that assumption 2 requires. The others are called phantoms, and each is given a ball growing at speed $u$.

**Lemma 2.** The phantom balls do not change the union of balls.

**Proof.** Let a phantom appear at $(\mathbf r',s')$. The place is already crystalline, so by Lemma 1 it lies in the ball of some real nucleus $(\mathbf r_0,s_0)$, which means $|\mathbf r'-\mathbf r_0|\le u(s'-s_0)$. Any point $\mathbf r$ in the phantom's ball at time $t$ satisfies $|\mathbf r-\mathbf r'|\le u(t-s')$. Hence
$$|\mathbf r-\mathbf r_0|\le|\mathbf r-\mathbf r'|+|\mathbf r'-\mathbf r_0|\le u(t-s')+u(s'-s_0)=u(t-s_0).$$
The point is already in the ball of the real nucleus. ∎

The gain is that real nuclei and phantoms together have constant density $I$ in space and time and are independent of one another. They form a Poisson process, and $X$ no longer appears in their rate.

## Lemma 3: the events that matter to one point

**Lemma 3.** The events able to crystallize a given point by time $t$ lie in a region of space-time with measure $\Omega(t)=\pi u^3t^4/3$. The probability that this region is empty is $e^{-I\Omega}$.

**Proof.** An event at time $s$ reaches the point by time $t$ if it lies within distance $u(t-s)$. The region is a cone that narrows to the point at time $t$. With $\tau=t-s$, its measure is
$$\Omega=\int_0^t\frac{4\pi}{3}u^3(t-s)^3ds=\frac{4\pi}{3}u^3\int_0^t\tau^3d\tau=\frac{\pi}{3}u^3t^4.$$
The order of summation can be exchanged. An event at distance $r$ is early enough if it occurs before $t-r/u$, so
$$\Omega=\int_0^{ut}4\pi r^2\left(t-\frac ru\right)dr=4\pi u^3t^4\left(\frac13-\frac14\right)=\frac{\pi}{3}u^3t^4.$$

Now divide the cone into $n$ cells of measure $\Omega/n$. For large $n$ each cell is empty with probability $1-I\Omega/n$, up to terms that vanish faster than $1/n$. The cells are independent, so the probability that all are empty is
$$\lim_{n\to\infty}\left(1-\frac{I\Omega}{n}\right)^n=e^{-I\Omega}.\qquad∎$$

**Proof of the theorem.** By Lemmas 1 and 2, a point is amorphous at time $t$ if and only if its cone contains no event, apart from cases of probability zero. By Lemma 3 this has probability $e^{-I\Omega}$. All points are equivalent, so this probability is also the expected amorphous fraction $1-X$. ∎

## Remarks on the law

**Overlap.** The exponent $I\Omega$ is the mean number of balls, phantoms included, that cover a point. At half transformation it is $\ln2=0.693$, while the crystallized fraction is 0.5. The difference is volume counted more than once.

**Early times.** Expanding the exponential gives
$$X=\left(\frac t{t_c}\right)^4-\frac12\left(\frac t{t_c}\right)^8+\dots$$
The leading term ignores overlap.

**The exponent four.** Taking logarithms twice gives
$$\ln[-\ln(1-X)]=4\ln t-4\ln t_c,$$
a straight line of slope 4 against $\ln t$. If instead all nuclei are present at $t=0$ with density $N_0$ and none form later, the cone is replaced by its base, a ball of radius $ut$. The same void probability then gives $X=1-\exp(-4\pi N_0u^3t^3/3)$, with slope 3.

**Grain density.** Real nuclei form at rate $I(1-X)$ per unit total volume. Their final density is
$$N=I\int_0^\infty e^{-(t/t_c)^4}dt.$$
With $y=(t/t_c)^4$ one has $dt=\tfrac14t_cy^{-3/4}dy$, so
$$N=\frac{It_c}{4}\int_0^\infty y^{-3/4}e^{-y}dy=\frac{It_c}{4}\,\Gamma\left(\tfrac14\right)=It_c\,\Gamma\left(\tfrac54\right).$$
Since $It_c=(3/\pi)^{1/4}(I/u)^{3/4}$, the grain density depends on the ratio of the two rates, while the time scale depends on $Iu^3$.

**Simulation.** The process was simulated with $u=I=1$ in 500 periodic cubes of side 4, accepting only nuclei in amorphous material. At $t=1.0$ the crystallized fraction was $0.647\pm0.003$, against 0.649 from the theorem. The grain density was $0.901\pm0.004$, against 0.896. The errors are standard errors of the mean. In every run, adding the phantoms left the first arrival times at the sampled points unchanged, as Lemma 2 requires.

## Silicon at 650 °C

Take $I=10^{-3}$ µm⁻³ s⁻¹ and $u=0.5$ nm/s $=5\times10^{-4}$ µm/s. Then
$$\frac{\pi}{3}Iu^3=1.047\times10^{-3}\times1.25\times10^{-10}=1.309\times10^{-13}\ \mathrm{s^{-4}},$$
and the inverse fourth root is $t_c=1660$ s. Setting $X=1/2$ gives
$$t_{1/2}=t_c(\ln2)^{1/4}=1520\ \mathrm s,$$
or 25 min. The final grain density is 1.5 µm⁻³, so the mean grain volume is 0.66 µm³.

The opening numbers can now be read. At 500 s the exponent is $(500/1662.5)^4=0.0082$, and at 1000 s it is 16 times larger, 0.131. The fraction at 1000 s is $1-e^{-0.131}=0.123$. Overlap, with phantoms counted, has removed 0.008 and reduced the ratio from 16 to 15.

## Competition with epitaxial regrowth

An implanted layer usually rests on the crystal from which it was made. That crystal regrows into the layer as a planar front, and random grains compete with it. Let the substrate fill $z<0$, and let the unobstructed front stand at $z=vt$, with $v>u$. Assume that epitaxial crystal never lies ahead of this plane.

**Proposition 1.** At a height $z$ that is further than $uz/v$ from the free surface, the moving plane finds amorphous material with probability
$$P(z)=\exp\left[-\left(\frac{z}{vt_c}\right)^4\right].$$

**Proof.** Consider a point at height $z$ at a time $t\le z/v$. An event at or behind the plane has $z'\le vs$. By a later time $t$ its ball extends no higher than
$$z'+u(t-s)\le vs+u(t-s)<vt\le z,$$
so it cannot reach the point. Events behind the plane, and even in the substrate, may therefore be added without effect, as phantoms were before.

The epitaxial crystal cannot block a random grain on its way to the point either. If it held a place $\mathbf q$ on the straight path when the grain was due there at time $T$, then $q_z\le vT$. The grain would reach the point at some later time $t'\le t$, at a height of at most $q_z+u(t'-T)<vt'\le z$, which is a contradiction. The cone of the theorem thus applies unchanged. At $t=z/v$ its exponent is $(z/vt_c)^4$. ∎

The random grains that start ahead of the plane were also simulated, with $u=I=1$, $v=2$ and a plane met at $t=0.8$. The simulation does not include blocking by the epitaxial crystal, which the proof excludes. In 1000 layers the amorphous part of the plane was $0.642\pm0.004$, while the formula gives 0.651. The difference is 2.3 standard errors. That is larger than for the other comparisons, though still within the 4.5 standard errors allowed in the test, so the run supports the formula at the level of one to two percent.

For a layer of thickness $H\ll vt_c$, $1-P\approx(z/vt_c)^4$. The mean fraction already random when the plane arrives is
$$F\approx\frac1H\int_0^H\left(\frac z{vt_c}\right)^4dz=\frac15\left(\frac H{vt_c}\right)^4.$$
With $v=7$ nm/s, $vt_c=11.6$ µm. For $H=1$ µm this gives $F=1.1\times10^{-5}$. The front needs 143 s to cross the layer, about a tenth of the random half time, and the fourth power turns this modest advantage into a very small fraction. Half of the plane would be random only at a height $vt_{1/2}=10.6$ µm.

## How much a grain can shadow

$F$ counts what is random when the plane arrives. A grain also obstructs the front, so material above it may fail to regrow epitaxially.

**Proposition 2.** Suppose that the front advances straight upward at speed $v$ wherever amorphous material lies ahead. Then the expected part of the layer that does not become epitaxial is at most
$$S=\frac{\pi Iu^2H^4}{12v^3(1-u^2/v^2)}.$$

**Proof.** Let a grain have age $a$ when the plane reaches the height of its centre. A time $q$ later its radius is $u(a+q)$ and the plane is $vq$ above the centre. The plane cuts the ball in a disk with
$$\rho^2=u^2(a+q)^2-v^2q^2.$$
Setting the derivative with respect to $q$ to zero gives $u^2(a+q)=v^2q$, hence
$$q=\frac{u^2a}{v^2-u^2},\qquad a+q=\frac{v^2a}{v^2-u^2}.$$
Substitution gives the largest disk:
$$\rho_{\max}^2=\frac{u^2v^4a^2-v^2u^4a^2}{(v^2-u^2)^2}=\frac{u^2v^2a^2}{v^2-u^2}=\frac{u^2a^2}{1-u^2/v^2}.$$
A vertical line outside all these disks meets no random grain before the plane, so it regrows epitaxially from bottom to top. Adding the disk areas for all events ahead of the plane, with overlaps and phantoms counted, gives an upper bound:
$$S=\frac{\pi Iu^2}{1-u^2/v^2}\int_0^Hdz'\int_0^{z'/v}a^2da=\frac{\pi Iu^2}{1-u^2/v^2}\int_0^H\frac{z'^3}{3v^3}dz'.$$
The last integral is $H^4/(12v^3)$. ∎

For the silicon layer $S=1.9\times10^{-4}$, about 18 times $F$. The free surface lowers $F$ slightly, to $1.0\times10^{-5}$, because no nuclei lie above it. Within this model the part that does not become epitaxial is therefore between $1.0\times10^{-5}$ and $1.9\times10^{-4}$.

## A film without a seed

If the substrate offers no seed, for example because the film lies on an oxide, random crystallization must run to completion. In a film about 1 µm thick, the balls then become comparable with the thickness. Assume that the surfaces themselves cause no nucleation. The part of the cone outside the film then holds no events and must be removed.

For a surface at distance $d$, a ball of radius $\rho>d$ loses a cap of height $\rho-d$ and volume $\pi(\rho-d)^2(2\rho+d)/3$. In the cone $\rho=u(t-s)$, so $ds$ contributes $d\rho/u$. With $x=\rho-d$ and $w=ut-d>0$, the loss is
$$L(d)=\frac{\pi}{3u}\int_0^wx^2(2x+3d)\,dx=\frac{\pi}{3u}\left(\frac{w^4}{2}+d\,w^3\right).$$
At the surface itself, $d=0$ and $L=\pi u^3t^4/6$, half the cone, as symmetry requires. The exponent at depth $z$ becomes $I[\Omega-L(z)-L(H-z)]$, where a loss is zero if $ut$ does not reach that surface. Lemmas 1 and 2 survive, because a straight line between two points of the film stays in the film.

At the bulk half time, $ut_{1/2}=0.76$ µm. Averaged over depth, the crystallized fraction is then 0.41 in a film of 1 µm and 0.49 in a film of 10 µm, against 0.50 in the bulk. The bulk law needs $H\gg ut$ at the time of interest.

In the opposite limit, $H\ll ut$, nearly every ball in the cone is cut to a disk of volume $\pi u^2(t-s)^2H$. To leading order
$$X\approx1-\exp\left(-\frac{\pi}{3}IHu^2t^3\right),$$
and the slope of the double logarithm falls from 4 to 3. This is the same slope as for nuclei all present at the start of a bulk anneal, so the slope alone does not identify the nucleation mechanism.

## The model beside real silicon

The values of $I$, $u$ and $v$ are rough illustrations, chosen with amorphous silicon near 650 °C and epitaxy on a (100) substrate in mind. In real layers these rates depend strongly on preparation and purity, so measured values should replace them in any application. A thickness of 1 µm is large for an implanted layer; a few tenths of a micrometre or less is more typical. At fixed rates, $F$ falls by $10^4$ when $H$ falls to 0.1 µm. Impurities or another substrate orientation can slow the front. At fixed $I$ and $u$, halving $v$ raises $F$ about sixteenfold, or slightly less when the free surface is included. The shadow bound $S$ varies roughly as $v^{-3}$ and rises only about eightfold. Impurity effects and twinning are otherwise left out. So is nucleation at surfaces and interfaces, which is often favoured in real films on oxide; the fractions and slopes given for the seedless film do not apply in that case.

Of the neglected effects sized here, incubation matters most. If nucleation starts only after a delay of 600 s, a rough value, $t$ is replaced by $t-600$ s. The bulk fraction at the former half time then drops from 0.50 to 0.09. In the seeded layer the front has finished after 143 s, before any random nucleus forms, so $F$ vanishes in this variant.

The other corrections are smaller.

- **Starting radius.** A radius of 1 nm raises the estimated exponent by 6% at 143 s and by 0.5% at the half time.
- **Anisotropic growth.** Let all grains be aligned ellipsoids with one axis growing at $u/2$. Stretching that axis by two maps them to balls and halves the nucleation rate per unit volume. Bulk times then lengthen by $2^{1/4}=1.19$. In a film the factor depends on the direction of the slow axis. For $H\ll ut$ it tends to $2^{1/3}=1.26$ if that axis lies in the plane, and to 1 if it is normal to the film. For randomly oriented grains Lemma 1 fails, and this factor is only a guide.
- **Temperature.** Take rough activation energies of 5.0 eV for nucleation, 3.0 eV for random growth and 2.7 eV for epitaxy. The half time varies as $(Iu^3)^{-1/4}$, with activation energy $(5.0+3\times3.0)/4=3.5$ eV, and an anneal 5 K hotter shortens it by 21%. The fraction $F$ varies as $Iu^3/v^4$, with $14.0-4\times2.7=3.2$ eV, and rises by 24%. With these energies, a hotter anneal speeds up both processes but favours random grains over epitaxy.

The remaining values are in the numerical output below.

## Computed values

```
SIMULATION, u = I = 1 (dimensionless)
t=0.6: X simulated 0.1260 +- 0.0015, formula 0.1269
t=0.8: X simulated 0.3456 +- 0.0028, formula 0.3488
t=1.0: X simulated 0.6468 +- 0.0034, formula 0.6491
t=1.2: X simulated 0.8855 +- 0.0023, formula 0.8860
grain density: simulated 0.9009 +- 0.0042, formula 0.8960
amorphous part of front plane: simulated 0.6423 +- 0.0039, formula 0.6512
SILICON EXAMPLE, rough inputs
temperature = 923.15 K
nucleation rate I = 1.0e-03 um^-3 s^-1
random growth speed u = 0.50 nm/s
epitaxial speed v = 7.00 nm/s
layer thickness H = 1.00 um
characteristic time t_c = 1662.5 s
bulk half time = 1517.0 s = 25.28 min
bulk 99 percent time = 2435.4 s
bulk X at 500 s = 0.00815
bulk X at 1000 s = 0.12269
bulk X at 1500 s = 0.48453
bulk X at 2000 s = 0.87686
bulk X at 2500 s = 0.99398
exponent (overlaps counted) at half time = 0.6931
final grain density N = 1.5069 um^-3
mean grain volume 1/N = 0.6636 um^3
growth distance u*t_half = 0.7585 um
SEEDED LAYER
front crossing time H/v = 142.86 s
growth distance u*H/v = 0.0714 um
bulk X at crossing time = 5.452e-05
mean random fraction met by front = 1.090e-05
same, with free surface = 1.037e-05
upper bound on shadowed fraction = 1.918e-04
height with half the plane random = 10.62 um
SEED-FREE FILM at the bulk half time
mean X, 1 um film = 0.4120
mean X, 10 um film = 0.4912
NEGLECTED EFFECTS, rough inputs
incubation 600 s: bulk X at old half time = 0.0884
starting radius = 1.0 nm
exponent factor from radius, at H/v = 1.0572
exponent factor from radius, at t_half = 1.0053
one axis at u/2, aligned grains: time factor = 1.1892
activation energies: nucleation 5.0, growth 3.0, epitaxy 2.7 eV
5 K hotter: half-time factor = 0.7890
5 K hotter: factor on random fraction met by front = 1.2420
```
